**Effective number of readings in a first-order autoregressive record**

For $n$ stationary readings with lag-one correlation $\phi$ and single-reading variance $\sigma^2$, the mean has variance $\sigma^2F/n$, with $F=(1+\phi)/(1-\phi)-2\phi(1-\phi^n)/[n(1-\phi)^2]$. The effective number of independent readings is $n_{\rm eff}=n/F$. The program builds the covariance matrix from the recursion and asserts that its full double sum agrees with this formula, including cases with zero and negative $\phi$. For $\phi=0.8$ and $n=1000$ the output shows $n_{\rm eff}=111.6$, and 8000 simulated Gaussian records give 112.0. Further assertions cover the expected sample variance, the coverage of nominal 95% intervals, the uncertainty of an estimated $\phi$, thinning and display rounding. With 10% white readout noise and the same lag-one correlation, $n_{\rm eff}$ falls to 65.5. The program also sizes drift, refractive-index and temperature effects for a 100 nm oxide film, using rough input values.

## Numerical verification

```python
"""Effective number of independent readings in an autoregressive record.

Result under test: for u[t] = phi*u[t-1] + e[t], stationary with variance
sigma^2, the mean of n readings has variance sigma^2*F/n, where
  F = (1+phi)/(1-phi) - 2*phi*(1-phi^n)/(n*(1-phi)^2),
so n_eff = n/F. For phi = 0.8, n = 1000 this is about 110.
phi: lag-one correlation; e: uncorrelated innovations;
sigma: standard deviation of one reading; n: number of readings.
Film and instrument inputs are rough typical values.
"""
import numpy as np
from scipy.signal import lfilter
from scipy.stats import norm


def inflation(phi, n):
    """Closed formula for F."""
    return ((1 + phi) / (1 - phi)
            - 2 * phi * (1 - phi**n) / (n * (1 - phi)**2))


def recursion_covariance(phi, n):
    """Covariance for unit variance, built from the recursion itself."""
    response = np.linalg.inv(np.eye(n) - phi * np.eye(n, k=-1))
    source_variance = np.full(n, 1 - phi**2)
    source_variance[0] = 1.0
    return (response * source_variance) @ response.T


def mean_variance(covariance):
    """Variance of the equal-weight mean, by the full double sum."""
    return covariance.sum() / covariance.shape[0]**2


phi, n = 0.8, 1000
thickness, sigma, interval = 100.0, 0.05, 1.0   # nm, nm, s

# Stationary variance: iterate the variance recursion from zero.
variance = 0.0
for _ in range(200):
    variance = phi**2 * variance + (1 - phi**2)
assert abs(variance - 1) < 1e-12

# Correlation law and variance of the mean from the recursion.
cov = recursion_covariance(phi, n)
index = np.arange(n)
law = phi ** np.abs(index[:, None] - index[None, :])
assert np.max(np.abs(cov - law)) < 1e-11
F = inflation(phi, n)
n_eff = n / F
n_eff_direct = 1 / mean_variance(cov)
assert abs(n_eff_direct / n_eff - 1) < 1e-10
assert 105 < n_eff_direct < 115
for p, m in [(0.0, 7), (0.8, 1), (0.8, 5), (-0.5, 12), (0.97, 60)]:
    direct = m * mean_variance(recursion_covariance(p, m))
    assert abs(direct - inflation(p, m)) < 1e-9
n_eff_negative = 1 / mean_variance(recursion_covariance(-0.5, 12))
assert n_eff_negative > 12
n_eff_long = n * (1 - phi) / (1 + phi)

# Expected sample variance, from the doubly centred covariance.
centred = cov - cov.mean(axis=0)
centred = centred - centred.mean(axis=1)[:, None]
s2_direct = np.trace(centred) / (n - 1)
s2_formula = n / (n - 1) * (1 - 1 / n_eff)
assert abs(s2_direct - s2_formula) < 1e-10

# Simulated records, started in the stationary state.
rng = np.random.default_rng(2718)
records = 8000
source = rng.standard_normal((records, n))
source[:, 1:] *= np.sqrt(1 - phi**2)
u = lfilter([1.0], [1.0, -phi], source, axis=1)
del source
means = u.mean(axis=1)
n_eff_sim = 1 / np.mean(means**2)
# Relative sampling error is about 1.6 percent; allow five times that.
assert abs(n_eff_sim / n_eff - 1) < 5 * np.sqrt(2 / records)

# Coverage of nominal 95 percent intervals.
z = norm.ppf(0.975)
s = u.std(axis=1, ddof=1)
cover_naive = np.mean(np.abs(means) < z * s / np.sqrt(n))
cover_right = np.mean(np.abs(means) < z * s / np.sqrt(n_eff))
cover_theory = 2 * norm.cdf(z / np.sqrt(F)) - 1
assert abs(cover_naive - cover_theory) < 0.03
assert abs(cover_right - 0.95) < 0.015

# Rounding of the display, applied to the simulated thicknesses.
step = 0.01                                      # nm
round_error = step * np.round(sigma * u / step) - sigma * u
round_se_sim = round_error.mean(axis=1).std()
round_se = step / np.sqrt(12 * n)
assert abs(round_se_sim / round_se - 1) < 0.08
del round_error

# Uncertainty when phi is estimated from one record.
u -= means[:, None]
phi_hat = (np.einsum('ij,ij->i', u[:, 1:], u[:, :-1])
           / np.einsum('ij,ij->i', u, u))
phi_sd = np.sqrt((1 - phi**2) / n)
n_eff_sd = 2 * n / (1 + phi)**2 * phi_sd
n_eff_hat = n * (1 - phi_hat) / (1 + phi_hat)
# Large-record formulas: allow finite-record and sampling errors.
assert abs(phi_hat.std() / phi_sd - 1) < 0.08
assert abs(n_eff_hat.std() / n_eff_sd - 1) < 0.08
del u

# Thinning: keep every fifth reading over the same duration.
keep = 5
thin_direct = 1 / mean_variance(cov[::keep, ::keep])
thin_formula = (n // keep) / inflation(phi**keep, n // keep)
assert abs(thin_direct / thin_formula - 1) < 1e-10
assert thin_direct < n_eff

# Shortest record equal to 1000 independent readings.
lengths = np.arange(1, 20001)
enough = lengths / inflation(phi, lengths) >= 1000
n_needed = int(lengths[np.argmax(enough)])


def lag_sum_n_eff(m):
    lag = np.arange(1, m)
    return m / (1 + 2 * np.sum((1 - lag / m) * phi**lag))


assert lag_sum_n_eff(n_needed) >= 1000 > lag_sum_n_eff(n_needed - 1)

# White readout noise with the same total lag-one correlation.
white = 0.10
phi_slow = phi / (1 - white)
mixed = ((1 - white) * recursion_covariance(phi_slow, n)
         + white * np.eye(n))
assert abs(mixed[500, 501] - phi) < 1e-10
n_eff_mixed = 1 / mean_variance(mixed)
mixed_formula = n / (white + (1 - white) * inflation(phi_slow, n))
assert abs(n_eff_mixed / mixed_formula - 1) < 1e-9
assert n_eff_mixed < 0.7 * n_eff

# Other neglected effects, for the numbers of the example.
se = sigma / np.sqrt(n_eff)
se_naive = sigma / np.sqrt(n)
drift_rate = 0.01                                # nm per hour
drift_shift = np.mean(drift_rate * index * interval / 3600)
n_oxide, index_error, angle = 1.46, 0.001, 70.0


def phase_factor(refractive_index):
    """Film phase per thickness, apart from a common constant."""
    return np.sqrt(refractive_index**2 - np.sin(np.radians(angle))**2)


index_bias = thickness * (phase_factor(n_oxide)
                          / phase_factor(n_oxide + index_error) - 1)
dn_dT, expansion, offset = 1e-5, 5e-7, 1.0       # 1/K, 1/K, K
thermal_bias = thickness * (
    (1 + expansion * offset) * phase_factor(n_oxide + dn_dT * offset)
    / phase_factor(n_oxide) - 1)
assert abs(index_bias) > se

print(f"lag-one correlation phi: {phi:.1f}")
print(f"readings n: {n}")
print(f"long-record factor (1+phi)/(1-phi): {(1+phi)/(1-phi):.3f}")
print(f"finite-record correction to F: {(1+phi)/(1-phi)-F:.4f}")
print(f"variance factor F: {F:.4f}")
print(f"n_eff, closed formula: {n_eff:.2f}")
print(f"n_eff, covariance from recursion: {n_eff_direct:.2f}")
print(f"n_eff, long-record rule: {n_eff_long:.2f}")
print(f"n_eff, {records} simulated records: {n_eff_sim:.1f}")
print(f"n_eff for phi=-0.5, n=12: {n_eff_negative:.2f}")
print(f"film thickness: {thickness:.0f} nm")
print(f"single-reading standard deviation: {sigma:.3f} nm")
print(f"innovation standard deviation: {sigma*np.sqrt(1-phi**2):.3f} nm")
print(f"reading interval: {interval:.1f} s")
print(f"correlation time (1/e): {-interval/np.log(phi):.2f} s")
print(f"true standard error of mean: {se:.5f} nm")
print(f"naive standard error sigma/sqrt(n): {se_naive:.5f} nm")
print(f"ratio true/naive, sqrt(F): {np.sqrt(F):.3f}")
print(f"expected s^2/sigma^2: {s2_direct:.5f}")
print(f"naive 95% interval coverage, theory: {100*cover_theory:.1f} %")
print(f"naive 95% interval coverage, simulated: {100*cover_naive:.1f} %")
print(f"corrected interval coverage, simulated: {100*cover_right:.1f} %")
print(f"thinning, keep every: {keep} readings")
print(f"thinned correlation phi^{keep}: {phi**keep:.4f}")
print(f"thinned readings kept: {n//keep}")
print(f"thinned n_eff: {thin_direct:.2f}")
print(f"readings needed for n_eff=1000: {n_needed}")
print(f"standard deviation of estimated phi, theory: {phi_sd:.4f}")
print(f"standard deviation of estimated phi, simulated: {phi_hat.std():.4f}")
print(f"resulting n_eff uncertainty, theory: {n_eff_sd:.1f}")
print(f"resulting n_eff uncertainty, simulated: {n_eff_hat.std():.1f}")
print(f"white-noise share of variance: {100*white:.0f} %")
print(f"slow-part phi with white noise: {phi_slow:.4f}")
print(f"lag-two correlation, pure process: {cov[500,502]:.3f}")
print(f"lag-two correlation, with white noise: {mixed[500,502]:.3f}")
print(f"n_eff with white noise: {n_eff_mixed:.1f}")
print(f"assumed drift rate: {drift_rate:.3f} nm/h")
print(f"shift of mean from drift: {drift_shift:.5f} nm")
print(f"display step: {step:.3f} nm")
print(f"rounding error of mean, theory: {round_se:.6f} nm")
print(f"rounding error of mean, simulated: {round_se_sim:.6f} nm")
print(f"oxide refractive index: {n_oxide:.2f}")
print(f"assumed index error: {index_error:.4f}")
print(f"angle of incidence: {angle:.0f} degrees")
print(f"thickness bias from index error: {index_bias:.4f} nm")
print(f"oxide index change per kelvin: {dn_dT:.1e} 1/K")
print(f"oxide linear expansion: {expansion:.1e} 1/K")
print(f"temperature offset: {offset:.1f} K")
print(f"thickness bias from temperature: {thermal_bias:.5f} nm")
print("done: every assertion held")
```

Running it gives:

```
lag-one correlation phi: 0.8
readings n: 1000
long-record factor (1+phi)/(1-phi): 9.000
finite-record correction to F: 0.0400
variance factor F: 8.9600
n_eff, closed formula: 111.61
n_eff, covariance from recursion: 111.61
n_eff, long-record rule: 111.11
n_eff, 8000 simulated records: 112.0
n_eff for phi=-0.5, n=12: 32.40
film thickness: 100 nm
single-reading standard deviation: 0.050 nm
innovation standard deviation: 0.030 nm
reading interval: 1.0 s
correlation time (1/e): 4.48 s
true standard error of mean: 0.00473 nm
naive standard error sigma/sqrt(n): 0.00158 nm
ratio true/naive, sqrt(F): 2.993
expected s^2/sigma^2: 0.99203
naive 95% interval coverage, theory: 48.7 %
naive 95% interval coverage, simulated: 48.9 %
corrected interval coverage, simulated: 94.8 %
thinning, keep every: 5 readings
thinned correlation phi^5: 0.3277
thinned readings kept: 200
thinned n_eff: 101.65
readings needed for n_eff=1000: 8996
standard deviation of estimated phi, theory: 0.0190
standard deviation of estimated phi, simulated: 0.0192
resulting n_eff uncertainty, theory: 11.7
resulting n_eff uncertainty, simulated: 11.9
white-noise share of variance: 10 %
slow-part phi with white noise: 0.8889
lag-two correlation, pure process: 0.640
lag-two correlation, with white noise: 0.711
n_eff with white noise: 65.5
assumed drift rate: 0.010 nm/h
shift of mean from drift: 0.00139 nm
display step: 0.010 nm
rounding error of mean, theory: 0.000091 nm
rounding error of mean, simulated: 0.000093 nm
oxide refractive index: 1.46
assumed index error: 0.0010
angle of incidence: 70 degrees
thickness bias from index error: -0.1168 nm
oxide index change per kelvin: 1.0e-05 1/K
oxide linear expansion: 5.0e-07 1/K
temperature offset: 1.0 K
thickness bias from temperature: 0.00122 nm
done: every assertion held
```
